\section*{Force balance, interface density and step-induced valley splitting}

\section{Force balance at an interface and the valley splitting}

A calculation of the valley splitting of an electron held against a heterointerface must decide how accurately the barrier height has to be known, and whether a result at one gate field may be scaled to another. Both questions turn on the probability density at the interface. A sharp step couples the valleys in proportion to that density, and a higher step couples them more strongly but admits less of the electron. Force balance fixes the product of step height and density. For equal masses this product is the pressing force itself, so that, in the regime stated below, the splitting is proportional to the field and the barrier height drops out.

\subsection{The model}

Let the well occupy $z>0$ and the barrier $-d<z<0$. With $e>0$ and $F>0$, the potential energy of the electron is
\begin{equation}
V(z)=eFz+U\,\theta(-z),\qquad \psi(-d)=0 .
\label{eq:V}
\end{equation}
The field exerts the force $-eF$, towards the barrier, and the step of height $U$ pushes back. The hard wall at $-d$ is needed because a uniform field that continued without end into the barrier would lower the potential below any energy $E$. The electron could then tunnel away, and no strictly bound state would exist. We take $eFd<U-E$, so that the whole barrier is classically forbidden.

The mass $m$ along $z$ is at first the same on both sides. The envelope $\psi$ is real and normalized, with density $\rho=\psi^2$, and obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi .
\label{eq:SE}
\end{equation}

\subsection{The boundary density}

Define the momentum flux
\begin{equation}
S(z)=\frac{\hbar^2}{2m}\psi'^2+(E-V)\psi^2 .
\label{eq:S}
\end{equation}
Away from the step its derivative is
\begin{align}
S'&=\frac{\hbar^2}{m}\psi'\psi''+2(E-V)\psi\psi'-V'\psi^2\nonumber\\
  &=2(V-E)\psi\psi'+2(E-V)\psi\psi'-V'\psi^2=-eF\rho ,
\label{eq:dS}
\end{align}
where the second line uses \eqref{eq:SE} in the form $(\hbar^2/m)\psi''=2(V-E)\psi$, and $V'=eF$ on each side.

At $z=0$ both $\psi$ and $\psi'$ are continuous, so only the potential in \eqref{eq:S} jumps:
\begin{equation}
S(0^+)-S(0^-)=\left[V(0^-)-V(0^+)\right]\rho(0)=U\rho(0).
\label{eq:jump}
\end{equation}
Let $P_w$ and $P_b$ be the probabilities of finding the electron in the well and in the barrier. Since $S(\infty)=0$ for a bound state, integrating \eqref{eq:dS} over each region gives
\begin{equation}
S(0^+)=eFP_w,\qquad S(0^-)=S(-d)-eFP_b .
\label{eq:sides}
\end{equation}
Subtracting these, and using $P_w+P_b=1$ and $\psi(-d)=0$, we find
\begin{equation}
U\rho(0)=eF-S(-d),\qquad S(-d)=\frac{\hbar^2}{2m}\psi'(-d)^2 .
\label{eq:wall}
\end{equation}
The last term is the force supplied by the outer wall. For a barrier thick enough to make it negligible,
\begin{equation}
\boxed{\rho(0)=\frac{eF}{U}} .
\label{eq:main}
\end{equation}

Equation \eqref{eq:wall} says that the mean force on a stationary electron is zero. The step exerts the force $U\delta(z)$, whose mean is $U\rho(0)$; the step and the wall together must hold up the load $eF$. Neither the energy nor the mass appears in \eqref{eq:main}. An excited subband confined by the same step therefore has the same boundary density as the lowest one, although it extends further into the well.

To see how thick is thick enough, neglect the tilt inside the barrier and write
\begin{equation}
\kappa=\frac{\sqrt{2m(U-E)}}{\hbar},\qquad
\psi(z)\simeq\psi(0)\frac{\sinh\kappa(z+d)}{\sinh\kappa d}.
\label{eq:kappa}
\end{equation}
Then $\psi'(-d)=\kappa\psi(0)/\sinh\kappa d$, and
\begin{equation}
S(-d)\simeq\frac{(U-E)\rho(0)}{\sinh^2\kappa d}
\simeq4(U-E)\rho(0)e^{-2\kappa d}\quad(\kappa d\gg1).
\label{eq:thick}
\end{equation}
The tilt lowers the barrier towards the outer wall, so this estimate is too small, and increasingly so for thicker barriers. In the well of the numerical example below, the form with $\sinh$ is 2 percent low at $d=1$ nm and low by a factor of about 14 at 8 nm. The wall force itself has by then fallen to $2\times10^{-10}$ meV/nm and is negligible.

\subsection{Hard-wall limit, flat barrier and unequal masses}

As $U\to\infty$ the boundary density vanishes while $U\rho(0)$ stays equal to $eF$. In this limit $P_w\to1$ and $E\rho(0)\to0$, so \eqref{eq:S} and \eqref{eq:sides} give
\begin{equation}
\psi'(0^+)^2\to\frac{2meF}{\hbar^2}.
\label{eq:hard}
\end{equation}
A hard-wall envelope thus keeps the force in its slope. Inserting its zero density into a coupling of finite strength would lose the splitting altogether.

If the field acts in the well but not in the barrier, then $S'=0$ for $z<0$. For a thick barrier $S(0^-)=0$, and \eqref{eq:jump} gives
\begin{equation}
\rho(0)=\frac{eFP_w}{U}.
\label{eq:flat}
\end{equation}
Only the part of the electron inside the well is then pressed.

For different masses $m_w$ and $m_b$ in well and barrier, the continuous quantities are $\psi$ and $g=\psi'/m$. The flux is $S=(\hbar^2/2)mg^2+(E-V)\rho$ with the local mass. Equation \eqref{eq:dS} still holds on each side, but the jump has a second part, and for a thick barrier
\begin{equation}
U\rho(0)+\frac{\hbar^2}{2}(m_w-m_b)g(0)^2=eF .
\label{eq:mass1}
\end{equation}
Neglecting the tilt over the decay length, $g(0)=\kappa_b\psi(0)/m_b$ with $\hbar^2\kappa_b^2/2m_b=U-E$. Hence
\begin{equation}
\frac{\hbar^2}{2}(m_w-m_b)g(0)^2
=\left(\frac{m_w}{m_b}-1\right)(U-E)\rho(0),
\end{equation}
and
\begin{equation}
\rho(0)\simeq\frac{eF}{U+(m_w/m_b-1)(U-E)} .
\label{eq:mass}
\end{equation}
The energy now enters, and it depends on the field, so strict proportionality is lost. For $E\ll U$ it returns with a changed slope, $\rho(0)\simeq(m_b/m_w)\,eF/U$.

\subsection{From boundary density to valley splitting}

If a sharp interface couples two valleys by a contact term $v\,\delta(z)$ with $v$ independent of field, degenerate perturbation theory gives the splitting $2|v|\rho(0)=2|v|eF/U$. This is already linear in $F$. To find $v$, we need a model that contains both valleys.

Take a chain of atomic layers at $z_n=(n+\tfrac12)a$, with the interface midway between layers $-1$ and $0$, and with the band
\begin{equation}
E(k)=4t(\cos ka-\cos k_0a)^2 .
\label{eq:band}
\end{equation}
It has minima at $\pm k_0$. For $k=k_0+q$ with $|q|a\ll1$, $\cos ka-\cos k_0a\simeq-qa\sin k_0a$, so
\begin{equation}
E\simeq4ta^2\sin^2(k_0a)\,q^2,\qquad
\frac{\hbar^2}{2m}=4ta^2\sin^2k_0a .
\label{eq:massband}
\end{equation}
Both valleys have the same mass and, at this order, the same envelope. Their amplitudes on the layers are
\begin{equation}
c_n^{\pm}=\sqrt a\,\psi(z_n)e^{\pm ik_0z_n},
\label{eq:states}
\end{equation}
where $\sqrt a$ converts the normalization from an integral to a sum.

Let the envelope vary slowly on the scales $a$ and $1/k_0$. The two states then occupy separate regions of $k$, so their overlap is negligible. The kinetic energy is diagonal in $k$ and does not connect them. The parabola in \eqref{eq:massband} must not be used for a transfer of $2k_0$, where the true band \eqref{eq:band} is again near a minimum. The smooth potential $eFz$ also supplies no such transfer at leading order. The abrupt step does:
\begin{equation}
M=\langle-|V|+\rangle=Ua\sum_{n\le-1}\rho(z_n)e^{2ik_0z_n}.
\label{eq:M}
\end{equation}

To do the sum, write $G_n=e^{2ik_0na}$. Since $G_{n+1}-G_n=2i\sin(k_0a)\,e^{2ik_0z_n}$, summation by parts gives
\begin{align}
M&=\frac{Ua}{2i\sin k_0a}\sum_{n\le-1}\rho(z_n)(G_{n+1}-G_n)\nonumber\\
 &=\frac{Ua}{2i\sin k_0a}\Big\{\rho(z_{-1})
 -\sum_{n\le-1}\left[\rho(z_n)-\rho(z_{n-1})\right]G_n\Big\}.
\label{eq:parts}
\end{align}
The boundary term has $G_0=1$, and $\rho(z_{-1})=\rho(-a/2)$ differs from $\rho(0)$ by a relative amount of order $\kappa a$. The remaining sum contains small differences multiplied by an oscillating phase, and is smaller than the boundary term by a factor of order $\kappa a/|\sin k_0a|$. To leading order,
\begin{equation}
|M|=\frac{Ua\,\rho(0)}{2|\sin k_0a|}.
\label{eq:absM}
\end{equation}
The two degenerate levels become $E\pm|M|$. With \eqref{eq:main} their separation is
\begin{equation}
\boxed{E_v=2|M|=\frac{eFa}{|\sin k_0a|}} .
\label{eq:Ev}
\end{equation}
The barrier height has cancelled. The length $a/|\sin k_0a|$ belongs to this chain; in a crystal the Bloch functions alter it. For $k_0a\ll1$ it tends to $1/k_0$, provided $\kappa\ll k_0$ still holds. The derivation fails when $\sin k_0a$ approaches zero, because the valleys then merge or $2k_0$ becomes a reciprocal-lattice vector of the chain.

\subsection{A graded step}

Suppose the barrier rises in several steps $U_j$ at layer boundaries $y_j$, with $\sum_jU_j=U$. Each step contributes a jump as in \eqref{eq:jump}, so for equal masses and a thick barrier
\begin{equation}
\sum_jU_j\rho(y_j)=eF .
\label{eq:gradforce}
\end{equation}
Each step also contributes a boundary term as in \eqref{eq:parts}, now with the phase of its position. Defining $w_j=U_j\rho(y_j)/eF$, so that $\sum_jw_j=1$, we obtain to leading order
\begin{equation}
E_v=\frac{eFa}{|\sin k_0a|}\Big|\sum_jw_je^{2ik_0y_j}\Big|
\le\frac{eFa}{|\sin k_0a|}.
\label{eq:graded}
\end{equation}
Grading leaves the total force unchanged but lets the contributions interfere. To this order the splitting is linear in the field as long as the weights $w_j$ do not change with it.

\subsection{Numerical example}

Take rough, round parameters in the regime of a silicon/silicon-germanium well: $U=150$ meV, $m=0.92$ electron masses, $F=0.06$ MV/cm, $a=0.1358$ nm and $k_0a=1.335$. The force is $eF=6.0$ meV/nm, and \eqref{eq:main} gives
\begin{equation}
\rho(0)=\frac{6.0}{150}\ \mathrm{nm}^{-1}=0.0400\ \mathrm{nm}^{-1}.
\end{equation}
Finite-difference diagonalization of \eqref{eq:SE}, with an 8 nm barrier, gives 0.0400 nm$^{-1}$ for both of the two lowest subbands, whose energies are 23.5 and 43.4 meV. With $\hbar^2/2m=41.41$ meV nm$^2$, the decay constant in the lowest subband is
\begin{equation}
\kappa=\sqrt{\frac{150-23.46}{41.41}}\ \mathrm{nm}^{-1}=1.75\ \mathrm{nm}^{-1}.
\end{equation}
Only 1.2 percent of the electron is in the barrier.

The same diagonalization shows the corrections at work, with $F$ and $U$ held fixed. A barrier only 1 nm thick lets the outer wall carry 0.60 meV/nm, and the density falls to $(6.0-0.60)/150=0.0360$ nm$^{-1}$. With no field in the barrier, $P_w=0.989$ and the density is 0.0395 nm$^{-1}$, as \eqref{eq:flat} requires. A barrier mass 1.5 times the well mass raises it to 0.0555 nm$^{-1}$; the approximate formula \eqref{eq:mass} gives 0.0558 nm$^{-1}$.

For the valleys, $\sin k_0a=0.9724$, and \eqref{eq:Ev} gives
\begin{equation}
E_v=6.0\times\frac{0.1358}{0.9724}\ \mathrm{meV}=0.838\ \mathrm{meV},
\end{equation}
or 9.7 K when divided by Boltzmann's constant. Direct diagonalization of the chain, which uses neither the envelope \eqref{eq:states} nor the sum \eqref{eq:M}, also gives 0.838 meV. At 0.02 and 0.10 MV/cm it gives 0.279 and 1.397 meV, against 0.279 and 1.396 meV from \eqref{eq:Ev}. At 0.02 MV/cm, changing $U$ from 75 to 300 meV leaves the splitting at 0.279 meV.

This agreement is closer than the derivation promises, since $\kappa a=0.24$ is not very small. For a purely exponential density, $\rho(0)e^{2\kappa z}$, the sum \eqref{eq:M} is geometric, and its modulus is \eqref{eq:absM} with $|\sin k_0a|$ replaced by $(\sin^2k_0a+\sinh^2\kappa a)^{1/2}$. That change alone would lower the splitting by about 3 percent. The full chain shows no such reduction, so other corrections neglected in the envelope treatment must offset it here. The leading-order argument does not explain this cancellation.

\subsection{What a real well changes}

The example describes an abrupt, flat interface. Real silicon/silicon-germanium interfaces are graded over several layers and contain atomic steps and alloy disorder; measured splittings are, roughly, tenths of a meV or less. The abrupt-step value of 0.84 meV is therefore high. Spreading the same $U$ equally over four successive layer boundaries reduces the chain splitting to 0.227 meV, a factor of 0.27. At half the field it is 0.115 meV, so linearity survives to about 2 percent.

Alloy disorder adds a random coupling. For germanium fraction $x=0.3$ and a dot with lateral density proportional to $e^{-r^2/r_0^2}$, $r_0=15$ nm, the effective number of atoms averaged in each layer is $N=2\pi r_0^2\,[2/(4a)^2]\simeq9590$. Independent site occupation gives a composition noise $[x(1-x)/N]^{1/2}$. If the band offset is proportional to $x$, the layer energies fluctuate by $U/x$ times this noise. Their contributions to $M$ add in quadrature, so
\begin{equation}
\left(E_v\right)_{\mathrm{rms}}^{\mathrm{dis}}
=2a\frac Ux\sqrt{\frac{x(1-x)}N}
\Big[\sum_{n\le-1}\rho(z_n)^2\Big]^{1/2}\simeq0.026\ \mathrm{meV},
\end{equation}
with the density of the abrupt step. This is 3 percent of the abrupt splitting. For the graded step, the same sum with its own density and the local composition of each layer gives about 0.033 meV, one seventh of the graded splitting. Spreading the step equally over sixteen boundaries lowers the regular part to 0.108 meV and raises the disorder part to about 0.06 meV, so disorder is then no longer a small correction.

These ratios belong to equal steps, which begin and end abruptly and so retain a sizeable component at $2k_0$. A smooth profile cancels far more completely. For a barrier $U/(1+e^{z/\tau})$ sampled on the layers, at the same field, the regular part of the chain splitting is about 0.004 meV for $4\tau=0.5$ nm (about four layers) and below $10^{-4}$ meV for $4\tau=0.8$ nm, while the disorder part is about 0.04 and 0.05 meV. For a smoothly graded interface of such width the splitting in this model is set by alloy disorder and varies from dot to dot; the force balance still holds, but \eqref{eq:Ev} no longer gives the size of the splitting.

The remaining effects are small here or restrict the use of the model:
\begin{itemize}
\item A barrier mass 5 percent larger than the well mass raises the boundary density by 4 percent.
\item At 10 nm from the interface the density is $6\times10^{-4}$ of its boundary value, so a lower interface placed there matters little at this field. At weaker fields the electron spreads towards it.
\item If the tilted barrier continued indefinitely, the semiclassical tunnelling exponent $4\kappa(U-E)/(3eF)$ would be 49. With one attempt per classical round trip, the lifetime would be of order $10^8$--$10^9$ s.
\item The thermal energy is 0.009 meV at 0.1 K and 0.36 meV at 4.2 K. The latter exceeds the graded splitting.
\item The field is one fifth of a rough breakdown field of 0.3 MV/cm.
\end{itemize}

The uniform field is itself an assumption. A sheet of electrons with no field on its other side, in a material of relative permittivity 11.7, produces it at a density $\varepsilon F/e=3.9\times10^{11}$ cm$^{-2}$, where $\varepsilon$ is the permittivity of the material. If those electrons filled this well, with two spins, two valleys and a transverse mass of 0.19 electron masses, their Fermi energy would be 2.4 meV. They would occupy both valley states and screen the field across their own thickness. The model therefore describes a single electron pressed by charges elsewhere.

Finally, the derivation of \eqref{eq:Ev} does not cover very high barriers. In this model $\kappa$ reaches $k_0=9.84$ nm$^{-1}$ when $U-E=41.41\times9.84^2$ meV, about 4 eV. Well before that, the slowly varying envelope behind \eqref{eq:absM} has lost its justification, although the force balance \eqref{eq:main} still holds within the equal-mass envelope equation. The splitting of the chain at 0.06 MV/cm nevertheless stays at 0.838 meV when $U$ is raised to 10 eV, so in the chain the cancellation outlasts the argument given for it. A real barrier of such height has a band structure of its own, which the chain does not represent, and the result should not be carried over to it.
